# Voltage-driven divergence of temperature and current in an end-cooled filament

A straight filament of length $L$ and uniform cross-section $A$ joins two metal electrodes. Its thermal conductivity $\kappa$ is constant, and its electrical conductivity depends on temperature alone:

$$\sigma(T)=\sigma_0\,e^{(T-T_0)/T_c}.$$

Both electrodes are perfect heat sinks at $T_0$, with no thermal or electrical contact resistance, and no heat leaves through the side. Temperature and potential vary only along the axis coordinate $x$, measured from the centre. The applied voltage is $V\ge0$, and $J\ge 0$ is the magnitude of the current density. A turning point is a place on the curve of steady states where $V$ stops increasing as the current is raised.

**(a) For any positive $\kappa(T)$ and $\sigma(T)$, relate the voltage to the peak temperature $T_p$. Can one voltage have two steady states?**

Choose the direction of $x$ so that the potential $\phi$ rises along it. Charge conservation makes

$$J=\sigma\,\frac{d\phi}{dx}$$

the same at every $x$. The Joule heat per unit volume is $J\,d\phi/dx$, so the steady heat balance is

$$\frac{d}{dx}\left(\kappa\frac{dT}{dx}\right)=-J\frac{d\phi}{dx}.$$

The two ends have equal temperature, so $dT/dx=0$ somewhere between them. Set $\phi=0$ at that place. Integrating from there gives

$$\kappa\frac{dT}{dx}=-J\phi .$$

The temperature therefore rises where $\phi<0$ and falls where $\phi>0$, and $\phi=0$ marks the peak. Dividing by $J=\sigma\,d\phi/dx$ removes $x$:

$$\frac{\kappa}{\sigma}\,dT=-\phi\,d\phi
\quad\Longrightarrow\quad
\frac{\phi^2}{2}=\int_T^{T_p}\frac{\kappa}{\sigma}\,dT' .$$

At both electrodes $T=T_0$, so $\phi^2$ has the same value at each. The end potentials are $\pm V/2$, and

$$\boxed{\;\frac{V^2}{8}=\int_{T_0}^{T_p}\frac{\kappa(T)}{\sigma(T)}\,dT\;}$$

The integrand is positive, so the right side increases strictly with $T_p$. One voltage thus fixes at most one $T_p$, and with it the function $T(\phi)$. Integrating $J\,dx=\sigma\,d\phi$ over the filament then fixes the current:

$$JL=\int_{-V/2}^{V/2}\sigma\big(T(\phi)\big)\,d\phi .$$

There is at most one steady state per voltage. A turning point needs two states at voltages just below it, so this model has none, however steeply $\sigma$ rises.

**(b) Insert the exponential conductivity. Over what range of voltage does a steady state exist?**

With $\theta=(T-T_0)/T_c$ and its peak value $\theta_p$,

$$\frac{V^2}{8}=\frac{\kappa T_c}{\sigma_0}\int_0^{\theta_p}e^{-\theta}\,d\theta
=\frac{\kappa T_c}{\sigma_0}\left(1-e^{-\theta_p}\right).$$

The integral stays below 1 however hot the centre becomes. This defines a voltage scale

$$V_c=\sqrt{\frac{8\kappa T_c}{\sigma_0}},\qquad v=\frac{V}{V_c},\qquad v^2=1-e^{-\theta_p}.$$

Solving for the peak,

$$\boxed{\;T_p=T_0-T_c\ln(1-v^2)\;}$$

For $0\le V<V_c$ there is one steady state: the relation supplies $T_p$, and the integral for $JL$ supplies $J$. For $V\ge V_c$ no finite $\theta_p$ satisfies the relation, so there is none. The length does not enter $V_c$. At fixed voltage a longer filament dissipates less power per area, but its thermal resistance is larger in the same proportion.

At low voltage $-\ln(1-v^2)\approx v^2$, so the rise is $\sigma_0V^2/(8\kappa)$, the result for constant conductivity.

**(c) Find the current and the temperature profile.**

Apply the first integral between a general point and the peak:

$$\frac{\phi^2}{2}=\frac{\kappa T_c}{\sigma_0}\left(e^{-\theta}-e^{-\theta_p}\right)=\frac{V_c^2}{8}\left(e^{-\theta}-e^{-\theta_p}\right).$$

Since $e^{-\theta_p}=1-v^2$,

$$\frac{\sigma_0}{\sigma}=e^{-\theta}=1-v^2+u^2,\qquad u=\frac{2\phi}{V_c}.$$

The ends lie at $u=\pm v$, and $d\phi=(V_c/2)\,du$. The integrand is even, so

$$JL=\sigma_0V_c\int_0^v\frac{du}{1-v^2+u^2}
=\frac{\sigma_0V_c}{\sqrt{1-v^2}}\arctan\frac{v}{\sqrt{1-v^2}} .$$

Write $v=\sin\alpha$ with $0\le\alpha<\pi/2$. The arctangent is then $\alpha$. With the cold conductance $G_0=\sigma_0A/L$,

$$\boxed{\;I=G_0V_c\,\frac{\alpha}{\cos\alpha}=G_0V_c\,\frac{\arcsin v}{\sqrt{1-v^2}}\;}$$

For the profile, integrate $J\,dx=\sigma\,d\phi$ from the centre to a general point:

$$x=\frac{\sigma_0V_c}{2J}\int_0^u\frac{du'}{\cos^2\alpha+u'^2}
=\frac{L}{2\alpha}\arctan\frac{u}{\cos\alpha}.$$

Hence $u=\cos\alpha\tan(2\alpha x/L)$, and $e^{-\theta}=\cos^2\alpha+u^2=\cos^2\alpha/\cos^2(2\alpha x/L)$. Therefore

$$T(x)=T_0+2T_c\ln\frac{\cos(2\alpha x/L)}{\cos\alpha}.$$

**(d) Show that temperature and current diverge without a preceding turning point, and find how fast.**

Let $\alpha$ label the states. For $0\le\alpha<\pi/2$,

$$\frac{dv}{d\alpha}=\cos\alpha>0,\qquad
\frac{d}{d\alpha}\frac{\alpha}{\cos\alpha}=\frac{\cos\alpha+\alpha\sin\alpha}{\cos^2\alpha}>0 .$$

Their ratio gives the differential conductance

$$\frac{dI}{dV}=G_0\,\frac{\cos\alpha+\alpha\sin\alpha}{\cos^3\alpha},$$

which is positive and finite at every $V<V_c$. The voltage never turns back. As $v\to1$, $1-v^2\approx2(1-v)$ and $\arcsin v\to\pi/2$, so to leading order

$$T_p-T_0\approx-T_c\ln[2(1-v)],\qquad
I\approx\frac{\pi}{2}\,\frac{G_0V_c}{\sqrt{2(1-v)}} .$$

The temperature diverges logarithmically and the current as an inverse square root. Under current drive nothing is singular: $\alpha/\cos\alpha$ takes every value from 0 to infinity, so each finite current has a steady state, with a voltage below $V_c$.

**(e) Are these states stable when the voltage is held fixed?**

Let the heat capacity per volume $C$ be constant, and let the current adjust at once to the temperature. Use $s=2x/L$, time in units of $\tau=C(L/2)^2/\kappa$, and $j=JL/(\sigma_0V_c)$. The scaled heat source is

$$\frac{(L/2)^2}{\kappa T_c}\,\frac{J^2}{\sigma}=\frac{\sigma_0V_c^2}{4\kappa T_c}\,j^2e^{-\theta}=2j^2e^{-\theta},$$

so that

$$\partial_t\theta=\partial_s^2\theta+2j^2e^{-\theta},\qquad
v=\frac{j}{2}\int_{-1}^{1}e^{-\theta}ds .$$

Add a small disturbance $w(s)$ that vanishes at the ends, and put $p=2j^2e^{-\theta}$. The resistance changes by a fraction $-\int pw/\int p$. At fixed $v$ the current changes by the opposite fraction, and $j^2$ by twice that. Hence

$$\partial_tw=w''-pw+2p\,\frac{\int pw\,ds}{\int p\,ds}.$$

The operator on the right is symmetric, so its eigenvalues are real. Suppose one of them is zero, and let $c=\int pw/\int p$.

If $c=0$, then $w''=pw$. Multiplying by $w$ and integrating gives $-\int w'^2=\int pw^2$, which forces $w=0$.

If $c\ne0$, then $w''-pw=-2pc$, whose solution is unique by the same argument. Differentiating the steady equation with respect to $j$ gives $\theta_j''-p\theta_j=-2p/j$ for $\theta_j=\partial\theta/\partial j$, so $w=cj\,\theta_j$. Putting this into the definition of $c$ requires $j\int p\theta_j=\int p$. But differentiating $v$ gives

$$\frac{dv}{dj}=\frac12\int_{-1}^{1}e^{-\theta}ds\left(1-\frac{j\int p\theta_j\,ds}{\int p\,ds}\right).$$

A zero eigenvalue therefore occurs if and only if $dv/dj=0$, which part (d) excludes. At $V=0$ the operator is $w''$, with eigenvalues $-(n\pi/2)^2$, $n=1,2,\dots$, all negative. They change continuously along the branch and cannot cross zero, so every state with $V<V_c$ is linearly stable against axial disturbances.

**(f) Evaluate the result for a 100 nm oxide memory cell.**

Take round parameters in the regime of an oxide resistive-memory pillar: length and diameter 100 nm, $\kappa=1$ W/(m K), $\sigma_0=320$ S/m, $T_0=300$ K and $T_c=40$ K. Then

$$V_c=\sqrt{\frac{8(1)(40)}{320}}\ \text{V}=1.00\ \text{V},\qquad G_0V_c=25.13\ \mu\text{A}.$$

At 0.6 V, $\alpha=\arcsin0.6=0.6435$ and $\cos\alpha=0.8$, so

$$T_p=300-40\ln0.64=317.9\ \text{K},\qquad
I=25.13\times\frac{0.6435}{0.8}=20.2\ \mu\text{A}.$$

| $V$ (V) | $T_p$ (K) | $I$ (μA) |
|---|---|---|
| 0.30 | 303.8 | 8.0 |
| 0.60 | 317.9 | 20.2 |
| 0.90 | 366.4 | 64.6 |
| 0.99 | 456.7 | 254.6 |

Raising the voltage from 0.90 to 0.99 V multiplies the current by 3.9 and the temperature rise $T_p-T_0$ by 2.4.

With $C=3$ J/(cm³ K), $\tau=7.5$ ns. Eigenvalues of the operator in part (e), found on a finite-difference grid, give a slowest decay time of 3.8 ns at 0.6 V and 26 ns at 0.99 V. Integrating the heat equation in time at 1.05 V, from a uniform 300 K, brings the centre to 500 K after 21 ns. At that voltage there is no steady state to settle into.

**(g) Which assumptions does the divergence depend on?**

*Bounded integral.* Thermally activated conduction follows

$$\sigma=\sigma_0\exp\left[\frac{E_a}{k_B}\left(\frac1{T_0}-\frac1T\right)\right].$$

Matching the slope of $\ln\sigma$ at $T_0$ requires $E_a=k_BT_0^2/T_c=0.194$ eV. Now $\sigma/\sigma_0$ cannot exceed $e^{T_0/T_c}\approx1800$, so $\int\kappa/\sigma\,dT$ grows without bound and every voltage has a finite peak. By part (a) there is still no turning point. Solving the heat balance numerically gives 317.7 K at 0.6 V, close to the exponential law, but only 391 K at $V=V_c$, where that law diverges.

*Constant thermal conductivity.* Carriers also conduct heat. If they follow the Wiedemann-Franz law, $\kappa=\kappa_0+\mathcal L\sigma T$ with $\mathcal L=2.44\times10^{-8}$ W Ω/K². Then $\kappa/\sigma$ exceeds $\mathcal LT$, the integral again grows without bound, and the divergence disappears even for the exponential $\sigma$. With $\kappa_0=1$ W/(m K), the peak at 0.6 V falls by less than 0.1 K, but it is 440 K instead of 457 K at 0.99 V, and 473 K at $V_c$. This $\mathcal L$ is the value for a degenerate metal. Nondegenerate carriers scattered by acoustic phonons have $\mathcal L\approx1.5\times10^{-8}$ W Ω/K², which gives about 445 K and 489 K instead. The last row of the table in part (f) therefore holds only if electronic heat conduction is negligible.

*Perfect heat sinks.* Let each contact have thermal resistance $R$ (area times temperature drop per unit power), and let the filament ends sit at $\theta_e$. The interior is the earlier problem with $\sigma_0$ replaced by $\sigma_0e^{\theta_e}$, hence $V_c$ by $V_ce^{-\theta_e/2}$, so $v=e^{-\theta_e/2}\sin\alpha$. Here $\alpha$ is a label and no longer $\arcsin v$. The heat flux into each contact is

$$\frac{JV}{2}=\frac{\sigma_0V_c^2}{2L}\,\alpha\tan\alpha=\frac{4\kappa T_c}{L}\,\alpha\tan\alpha,$$

because the factors $e^{\pm\theta_e}$ cancel. Setting $T_c\theta_e=RJV/2$ and $B=2R\kappa/L$ gives $\theta_e=2B\alpha\tan\alpha$, and

$$v=\sin\alpha\;e^{-B\alpha\tan\alpha},\qquad
\frac{d\ln v}{d\alpha}=\cot\alpha-B\left(\tan\alpha+\frac{\alpha}{\cos^2\alpha}\right).$$

The current, $j=(\alpha/\cos\alpha)\,e^{B\alpha\tan\alpha}$, still rises with $\alpha$. On $0<\alpha<\pi/2$ the cotangent falls from infinity to zero while the bracket rises from zero to infinity. They cross once, so for every $B>0$ the voltage has one maximum, a turning point. For small $B$, put $\alpha=\pi/2-\epsilon$. The leading balance $\epsilon\approx\pi B/(2\epsilon^2)$ gives $\epsilon^3\approx\pi B/2$, and

$$v_{\max}\approx1-\frac{\epsilon^2}{2}-\frac{\pi B}{2\epsilon}\approx1-\frac32\left(\frac{\pi B}{2}\right)^{2/3}.$$

The turning point moves up to $V_c$ as the contacts become perfect. For $R=2\times10^{-9}$ m² K/W, $B=0.04$, and the full condition puts it at 0.825 V with a peak of 386 K. The small-$B$ formula would give 0.76 V here; it predicts the drop $1-v_{\max}$ to within a few per cent only for $B\lesssim10^{-4}$.

*No side loss.* A side loss adds $-m\theta$ to the scaled heat equation, with $m=hL^2/(2\kappa r)$ for radius $r$ and side heat-transfer coefficient $h$. Suppose the surrounding dielectric, of conductivity $\kappa_s$, has a temperature rise varying as $\cos(\pi x/L)$. Then $h=\kappa_sqK_1(qr)/K_0(qr)$ with $q=\pi/L$, where $K_0,K_1$ are modified Bessel functions. For $\kappa_s=0.1$ W/(m K), a very porous dielectric, $m=0.40$. The numerical branch, with perfect contacts and the exponential law, turns at 1.038 V with a peak of 453 K. The last digits depend on using a single $h$: giving each axial harmonic of the profile its own $h$ moves the turning point to 1.042 V and 457 K.

**(h) How far does the ideal result carry over to a real cell?**

With activated conduction, contact resistance and side loss together, the numerical solution gives 316.3 K at 0.6 V, against 317.9 K in the ideal model: about 9 % less temperature rise. The divergence is replaced by a turning point at 0.982 V, with a peak of 431 K. Its closeness to $V_c=1.00$ V does not validate the ideal model, because it results from opposing shifts. With the exponential law, contact resistance alone puts the turning point at 0.825 V, side loss alone at 1.038 V, and both together at 0.884 V. Activated conduction then raises it to 0.982 V.

The example favours end cooling. A longer filament or a denser surrounding dielectric shifts the balance towards side cooling. A shorter filament instead makes contact resistance more important, because $B$ grows as $1/L$. A dense dielectric with $\kappa_s$ near 1 W/(m K) would raise $m$ tenfold, to about 4, which exceeds the slowest end-cooling rate $\pi^2/4\approx2.5$ in the same units; side cooling then cannot be treated as a correction, and the temperature can no longer be taken as uniform over the cross-section, so the axial model itself fails.

Other neglected effects can be estimated at 0.6 V. The field is strongest at the cool ends, where $E=J/\sigma_0=0.08$ MV/cm. For hops of $a=1$ nm, the factor $\sinh z/z$ with $z=eEa/(2k_BT_0)$ raises the conductivity there by 0.4 %. An assumed Seebeck coefficient of 100 μV/K gives a thermoelectric voltage of 0.3 % of $V$ between centre and end. Nondegenerate band conduction activated by 0.194 eV would instead have about 800 μV/K. With the accompanying Peltier and Thomson heat, the peak at 0.6 V then changes by only about 0.1 K, but the turning point at 0.982 V moves to about 0.99 V. If the heat lost sideways is drawn evenly from the cross-section, the radial flux grows in proportion to the distance from the axis and reaches $h$ times the surface rise at radius $r$. Integrating flux over $\kappa$ gives a radial temperature drop of $hr/(2\kappa)$, or 10 %, of the surface rise. That is under 2 K here, but comparable with the 9 % correction above, which is therefore only a rough estimate. At 0.99 V the ideal end field reaches 1.0 MV/cm and the hopping factor 1.8, so a purely thermal $\sigma$ no longer suffices there. Applying the factor along the whole filament makes the otherwise ideal branch turn back at about 0.95 V: the ideal divergence also requires $\sigma$ to be independent of field. The turning point with activated conduction, contact resistance and side loss together moves only from 0.982 V to about 0.97 V. The model also leaves out ion motion and phase change, which alter the filament itself; it describes the electrothermal stage before them.

Numbers in the example were calculated in double precision.
